# Short-circuit heating time of a thin layer, with and without conduction: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""Heating time of a current-carrying layer.
Result under test: an insulated layer of thickness d and volumetric heat
capacity C, carrying current density J at voltage V, warms by dT (mean) in
    t_ad = C d dT / (J V).
Also tested: the surface and mean rise when heat leaks into a substrate of
the same material (conductivity kappa, diffusivity D = kappa/C).
Units inside the program: cm, s, K, V, A, J. Material values are rough.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import erf, erfc

# Stipulated inputs
d, C, J, V, dT = 10e-4, 3.0, 1.0e3, 800.0, 500.0
T_start = 300.0
T_end = T_start + dT
# Rough values for silicon carbide and its aluminium top metal
kappa = 2.0
eps_r = 9.7
C_metal, h_metal = 2.4, 4e-4
C_cold, C_hot = 2.2, 3.6
current_exponent = 0.5
drift_velocity = 2e7
breakdown_field = 2.5e6
gap_cold, gap_hot = 3.2, 3.1
dos_300 = 2e19
lifetime = 1e-6
mass_ratio = 0.3

q = const.e
eps = eps_r * const.epsilon_0 * 1e-2
D = kappa / C
power = J * V
energy = C * d * dT
t_ad = energy / power
dx = 0.2e-4
n_layer = round(d / dx)
n_deep = 1500
dt = 5e-9

# Electrostatics: potential from the doping charge, solved on a grid
doping = 2 * eps * V / (q * d**2)
bands = np.ones((3, n_layer - 1))
bands[1] = -2.0
rhs = np.full(n_layer - 1, -q * doping * dx**2 / eps)
rhs[-1] -= V
potential = np.concatenate(([0.0], solve_banded((1, 1), bands, rhs), [V]))
field = np.diff(potential) / dx
centres = (np.arange(n_layer) + 0.5) * dx
peak_field = 2 * V / d
assert np.allclose(field, peak_field * (1 - centres / d),
                   rtol=0, atol=1e-7 * peak_field)
uniform_field = np.full(n_layer, V / d)


def heat_run(local_field, n_cells, t_stop, conductivity=kappa,
             metal=0.0, exponent=0.0):
    """Crank-Nicolson finite volumes, both outer faces insulated.
    metal is extra heat capacity per area attached to the top cell.
    Returns times, top-cell rise, mean rise of layer, final profile."""
    capacity = np.full(n_cells, C * dx)
    capacity[0] += metal
    link = conductivity / dx
    diagonal = np.full(n_cells, 2 * link)
    diagonal[[0, -1]] = link
    matrix = np.zeros((3, n_cells))
    matrix[0, 1:] = -link / 2
    matrix[2, :-1] = -link / 2
    matrix[1] = capacity / dt + diagonal / 2
    rise = np.zeros(n_cells)
    steps = int(np.ceil(t_stop / dt))
    top, mean = np.zeros(steps + 1), np.zeros(steps + 1)
    for k in range(steps):
        factor = (1 + mean[k] / T_start) ** (-exponent)
        right = (capacity / dt - diagonal / 2) * rise
        right[1:] += link / 2 * rise[:-1]
        right[:-1] += link / 2 * rise[1:]
        right[:n_layer] += J * factor * local_field * dx
        rise = solve_banded((1, 1), matrix, right)
        top[k + 1], mean[k + 1] = rise[0], rise[:n_layer].mean()
    return np.arange(steps + 1) * dt, top, mean, rise


def crossing(times, temperatures):
    assert temperatures[-1] > dT
    assert np.all(np.diff(temperatures) > 0)
    return np.interp(dT, temperatures, times)


# Adiabatic law, with the uneven heating J*E(x) of the solved field
times, _, mean, _ = heat_run(field, n_layer, 3e-6)
assert abs(crossing(times, mean) / t_ad - 1) < 1e-6

# Top metal sharing the heat; fast conduction makes one temperature
metal = C_metal * h_metal
t_metal = (C * d + metal) * dT / power
times, _, mean, _ = heat_run(uniform_field, n_layer, 4e-6,
                             conductivity=1000 * kappa, metal=metal)
assert abs(crossing(times, mean) / t_metal - 1) < 2e-3


# Temperature-dependent heat capacity and current
def C_of_T(T):
    return C_cold + (C_hot - C_cold) * (T - T_start) / dT


def J_of_T(T):
    return J * (T / T_start) ** (-current_exponent)


t_varC = d / power * quad(C_of_T, T_start, T_end)[0]
t_varJ = d * C / V * quad(lambda T: 1 / J_of_T(T), T_start, T_end)[0]
t_both = d / V * quad(lambda T: C_of_T(T) / J_of_T(T), T_start, T_end)[0]
path = solve_ivp(lambda s, T: t_both * J_of_T(T) * V / (C_of_T(T) * d),
                 (0, 1), [T_start], rtol=1e-9, atol=1e-8)
assert abs(path.y[0, -1] - T_end) < 1e-4


# Conduction into the substrate, uniform heating
def surface_rise(t):
    a = d / (2 * np.sqrt(D))
    z = a / np.sqrt(t)
    integral = (t * erf(z) + 2 * a * np.sqrt(t / np.pi) * np.exp(-z**2)
                - 2 * a**2 * erfc(z))
    return power / (C * d) * integral


def kept_fraction(s):
    r = np.sqrt(D * s) / d
    return erf(1 / r) - r / np.sqrt(np.pi) * (1 - np.exp(-1 / r**2))


def mean_kept(t):
    # s = t*w**2 removes the square-root behaviour at s = 0
    return quad(lambda w: 2 * w * kept_fraction(t * w**2), 1e-12, 1,
                epsabs=1e-12, epsrel=1e-11)[0]


def mean_rise(t):
    return power * t / (C * d) * mean_kept(t)


times, top, mean, _ = heat_run(uniform_field, n_deep, 12e-6)
for t in (0.5e-6, t_ad, 5e-6):
    assert abs(np.interp(t, times, top) / surface_rise(t) - 1) < 2e-3
    assert abs(np.interp(t, times, mean) / mean_rise(t) - 1) < 2e-3
t_surface = brentq(lambda t: surface_rise(t) - dT, t_ad, 12e-6)
t_mean = brentq(lambda t: mean_rise(t) - dT, t_ad, 12e-6)
assert abs(crossing(times, top) / t_surface - 1) < 2e-3
assert abs(crossing(times, mean) / t_mean - 1) < 2e-3
t_five = 0.075**2 * np.pi * d**2 / D
t_five_root = brentq(lambda t: mean_kept(t) - 0.95, 1e-9, 1e-6,
                     xtol=1e-16)
assert abs(t_five_root / t_five - 1) < 1e-5

# Triangular heating with conduction, then with metal and falling current
times, top, _, profile = heat_run(field, n_deep, 12e-6)
assert np.argmax(profile) == 0
t_triangle = crossing(times, top)
triangle_rise = np.interp(t_ad, times, top)
times, top, mean, profile = heat_run(field, n_deep, 20e-6, metal=metal,
                                     exponent=current_exponent)
assert np.argmax(profile) == 0
t_combined = crossing(times, top)
mean_combined = np.interp(t_combined, times, mean)
J_combined = J * (1 + mean_combined / T_start) ** (-current_exponent)

# Tunnelling exponent through a triangular barrier (SI units)
mass = mass_ratio * const.m_e
gap_J = gap_cold * q
force = q * peak_field * 100
tunnel = 4 * np.sqrt(2 * mass) * gap_J**1.5 / (3 * const.hbar * force)
width = gap_J / force
action = quad(lambda u: np.sqrt(2 * mass * gap_J * (1 - u)), 0, 1)[0]
assert abs(2 * width * action / const.hbar / tunnel - 1) < 1e-7

# Mobile and thermally generated carriers
mobile = J / (q * drift_velocity)
kT_eV = const.k * T_end / q
intrinsic = dos_300 * (T_end / 300) ** 1.5 * np.exp(-gap_hot / (2 * kT_eV))
J_generation = q * intrinsic * d / lifetime
assert J_generation < 1e-3 * J and peak_field < breakdown_field

us = 1e6
print("STIPULATED PROBLEM")
print(f"layer thickness: {d*1e4:.1f} um")
print(f"heat capacity: {C:.1f} J/(cm^3 K)")
print(f"current density: {J:.0f} A/cm^2")
print(f"voltage: {V:.0f} V")
print(f"start temperature and rise: {T_start:.0f} K, {dT:.0f} K")
print(f"energy per area: {energy:.3f} J/cm^2")
print(f"power per area: {power:.3e} W/cm^2")
print(f"heating rate: {power/(C*d)/us:.1f} K/us")
print(f"adiabatic time: {t_ad*us:.3f} us")
print("SUBSTRATE CONDUCTION, UNIFORM HEATING")
print(f"thermal conductivity (rough): {kappa:.1f} W/(cm K)")
print(f"diffusivity: {D:.3f} cm^2/s")
print(f"diffusion length sqrt(D t_ad): {np.sqrt(D*t_ad)*1e4:.2f} um")
print(f"diffusion time d^2/D: {d**2/D*us:.3f} us")
print(f"surface rise at adiabatic time: {surface_rise(t_ad):.1f} K")
print(f"mean layer rise at adiabatic time: {mean_rise(t_ad):.1f} K")
print(f"heat kept in layer then: {100*mean_kept(t_ad):.1f} %")
print(f"time for surface rise of 500 K: {t_surface*us:.2f} us")
print(f"time for mean rise of 500 K: {t_mean*us:.2f} us")
print(f"time at which loss reaches 5 %: {t_five*us:.4f} us")
print("FIELD PROFILE")
print(f"relative permittivity (rough): {eps_r:.1f}")
print(f"doping for depletion to layer edge: {doping:.2e} cm^-3")
print(f"mean and peak field: {V/d/1e6:.2f}, {peak_field/1e6:.2f} MV/cm")
print(f"junction rise at t_ad, no conduction: {2*dT:.0f} K")
print(f"junction rise at t_ad, with conduction: {triangle_rise:.1f} K")
print(f"time for junction rise of 500 K: {t_triangle*us:.2f} us")
print("OTHER THERMAL CORRECTIONS, EACH ALONE, NO SUBSTRATE LOSS")
print(f"metal thickness (rough): {h_metal*1e4:.1f} um")
print(f"metal heat capacity (rough): {C_metal:.1f} J/(cm^3 K)")
print(f"time with top metal: {t_metal*us:.2f} us")
print(f"C at 300 and 800 K (rough): {C_cold:.1f}, {C_hot:.1f} J/(cm^3 K)")
print(f"time with varying C: {t_varC*us:.2f} us")
print(f"current exponent, J ~ T^-m (rough): m = {current_exponent:.1f}")
print(f"current density at 800 K: {J_of_T(T_end):.0f} A/cm^2")
print(f"time with falling J: {t_varJ*us:.2f} us")
print(f"time with varying C and falling J: {t_both*us:.2f} us")
print("COMBINED: CONDUCTION, TRIANGULAR HEATING, METAL, FALLING J")
print(f"time for junction rise of 500 K: {t_combined*us:.2f} us")
print(f"mean layer rise then: {mean_combined:.1f} K")
print(f"current density then: {J_combined:.0f} A/cm^2")
print("ELECTRICAL EFFECTS LEFT OUT")
print(f"breakdown field (rough): {breakdown_field/1e6:.1f} MV/cm")
print(f"peak field / breakdown field: {peak_field/breakdown_field:.2f}")
print(f"gap, mass for tunnelling (rough): {gap_cold} eV, {mass_ratio} m_e")
print(f"tunnelling exponent: {tunnel:.0f}")
print(f"drift velocity (rough): {drift_velocity:.0e} cm/s")
print(f"mobile density: {mobile:.2e} cm^-3")
print(f"mobile density / doping: {100*mobile/doping:.1f} %")
print(f"gap at 800 K (rough): {gap_hot:.1f} eV")
print(f"mean band density of states, 300 K (rough): {dos_300:.0e} cm^-3")
print(f"intrinsic density at 800 K: {intrinsic:.1e} cm^-3")
print(f"carrier lifetime (rough): {lifetime*us:.0f} us")
print(f"generation current at 800 K: {J_generation:.1e} A/cm^2")
print("all tests passed")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 166, in <module>
    assert np.argmax(profile) == 0
           ^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The combined run assumed that the top of the layer is always its hottest point, and the failed assertion tested that assumption. The assumption is wrong once a top metal is attached: the metal absorbs heat through the top face, so the temperature rises with depth there and the maximum lies inside the layer. The program now records the largest rise over all cells and uses it for the combined time, which is therefore shorter than the time for the top face; it also prints the depth of the hottest point and the top-face rise. The assertion for the combined run now requires the maximum to lie below the top cell and within the layer, the case without metal must still be hottest at the top, and no tolerance is changed.

Diff:

```diff
@@ -61,5 +61,6 @@
     """Crank-Nicolson finite volumes, both outer faces insulated.
     metal is extra heat capacity per area attached to the top cell.
-    Returns times, top-cell rise, mean rise of layer, final profile."""
+    Returns times, top-cell rise, mean rise of layer, final profile,
+    and the largest rise anywhere."""
     capacity = np.full(n_cells, C * dx)
     capacity[0] += metal
@@ -73,5 +74,5 @@
     rise = np.zeros(n_cells)
     steps = int(np.ceil(t_stop / dt))
-    top, mean = np.zeros(steps + 1), np.zeros(steps + 1)
+    top, mean, hottest = np.zeros((3, steps + 1))
     for k in range(steps):
         factor = (1 + mean[k] / T_start) ** (-exponent)
@@ -82,5 +83,6 @@
         rise = solve_banded((1, 1), matrix, right)
         top[k + 1], mean[k + 1] = rise[0], rise[:n_layer].mean()
-    return np.arange(steps + 1) * dt, top, mean, rise
+        hottest[k + 1] = rise.max()
+    return np.arange(steps + 1) * dt, top, mean, rise, hottest
 
 
@@ -92,5 +94,5 @@
 
 # Adiabatic law, with the uneven heating J*E(x) of the solved field
-times, _, mean, _ = heat_run(field, n_layer, 3e-6)
+times, _, mean, _, _ = heat_run(field, n_layer, 3e-6)
 assert abs(crossing(times, mean) / t_ad - 1) < 1e-6
 
@@ -98,6 +100,6 @@
 metal = C_metal * h_metal
 t_metal = (C * d + metal) * dT / power
-times, _, mean, _ = heat_run(uniform_field, n_layer, 4e-6,
-                             conductivity=1000 * kappa, metal=metal)
+times, _, mean, _, _ = heat_run(uniform_field, n_layer, 4e-6,
+                                conductivity=1000 * kappa, metal=metal)
 assert abs(crossing(times, mean) / t_metal - 1) < 2e-3
 
@@ -144,5 +146,5 @@
 
 
-times, top, mean, _ = heat_run(uniform_field, n_deep, 12e-6)
+times, top, mean, _, _ = heat_run(uniform_field, n_deep, 12e-6)
 for t in (0.5e-6, t_ad, 5e-6):
     assert abs(np.interp(t, times, top) / surface_rise(t) - 1) < 2e-3
@@ -157,15 +159,22 @@
 assert abs(t_five_root / t_five - 1) < 1e-5
 
-# Triangular heating with conduction, then with metal and falling current
-times, top, _, profile = heat_run(field, n_deep, 12e-6)
+# Triangular heating with conduction and no metal: hottest at the top
+times, top, _, profile, _ = heat_run(field, n_deep, 12e-6)
 assert np.argmax(profile) == 0
 t_triangle = crossing(times, top)
 triangle_rise = np.interp(t_ad, times, top)
-times, top, mean, profile = heat_run(field, n_deep, 20e-6, metal=metal,
-                                     exponent=current_exponent)
-assert np.argmax(profile) == 0
-t_combined = crossing(times, top)
+
+# With metal and falling current: the metal cools the top face, so the
+# hottest point lies inside the layer
+extras = dict(metal=metal, exponent=current_exponent)
+times, top, mean, _, hottest = heat_run(field, n_deep, 20e-6, **extras)
+t_combined = crossing(times, hottest)
 mean_combined = np.interp(t_combined, times, mean)
+top_combined = np.interp(t_combined, times, top)
 J_combined = J * (1 + mean_combined / T_start) ** (-current_exponent)
+profile = heat_run(field, n_deep, t_combined, **extras)[3]
+hot_cell = np.argmax(profile)
+assert 0 < hot_cell < n_layer
+hot_depth = centres[hot_cell]
 
 # Tunnelling exponent through a triangular barrier (SI units)
@@ -225,5 +234,7 @@
 print(f"time with varying C and falling J: {t_both*us:.2f} us")
 print("COMBINED: CONDUCTION, TRIANGULAR HEATING, METAL, FALLING J")
-print(f"time for junction rise of 500 K: {t_combined*us:.2f} us")
+print(f"time for hottest point to rise 500 K: {t_combined*us:.2f} us")
+print(f"depth of hottest point then: {hot_depth*1e4:.1f} um")
+print(f"top-face rise then: {top_combined:.1f} K")
 print(f"mean layer rise then: {mean_combined:.1f} K")
 print(f"current density then: {J_combined:.0f} A/cm^2")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 187, in <module>
    assert abs(2 * width * action / const.hbar / tunnel - 1) < 1e-7
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The numerical integral in the tunnelling test was inaccurate; the tunnelling formula itself is right. The integrand was a momentum in SI units, of order 1e-25, so the integrator's default absolute error limit of about 1e-8 was met at once and it stopped before resolving the square-root end of the barrier. The constant momentum is now taken outside the integral, which leaves a dimensionless integrand of order one that is integrated to the required accuracy. The tested quantity and its tolerance are unchanged, and no other case is affected.

Repair:

```diff
@@ -183,7 +183,11 @@
 force = q * peak_field * 100
 tunnel = 4 * np.sqrt(2 * mass) * gap_J**1.5 / (3 * const.hbar * force)
+# Quadrature over the barrier, with a dimensionless integrand so that the
+# integrator's absolute error limit is meaningful
 width = gap_J / force
-action = quad(lambda u: np.sqrt(2 * mass * gap_J * (1 - u)), 0, 1)[0]
-assert abs(2 * width * action / const.hbar / tunnel - 1) < 1e-7
+entry_momentum = np.sqrt(2 * mass * gap_J)
+barrier_shape = quad(lambda u: np.sqrt(1 - u), 0, 1)[0]
+action = 2 * width * entry_momentum * barrier_shape
+assert abs(action / const.hbar / tunnel - 1) < 1e-7
 
 # Mobile and thermally generated carriers
```

Output now:

```
STIPULATED PROBLEM
layer thickness: 10.0 um
heat capacity: 3.0 J/(cm^3 K)
current density: 1000 A/cm^2
voltage: 800 V
start temperature and rise: 300 K, 500 K
energy per area: 1.500 J/cm^2
power per area: 8.000e+05 W/cm^2
heating rate: 266.7 K/us
adiabatic time: 1.875 us
SUBSTRATE CONDUCTION, UNIFORM HEATING
thermal conductivity (rough): 2.0 W/(cm K)
diffusivity: 0.667 cm^2/s
diffusion length sqrt(D t_ad): 11.18 um
diffusion time d^2/D: 1.500 us
surface rise at adiabatic time: 337.6 K
mean layer rise at adiabatic time: 301.9 K
heat kept in layer then: 60.4 %
time for surface rise of 500 K: 3.36 us
time for mean rise of 500 K: 3.82 us
time at which loss reaches 5 %: 0.0265 us
FIELD PROFILE
relative permittivity (rough): 9.7
doping for depletion to layer edge: 8.58e+15 cm^-3
mean and peak field: 0.80, 1.60 MV/cm
junction rise at t_ad, no conduction: 1000 K
junction rise at t_ad, with conduction: 387.9 K
time for junction rise of 500 K: 2.83 us
OTHER THERMAL CORRECTIONS, EACH ALONE, NO SUBSTRATE LOSS
metal thickness (rough): 4.0 um
metal heat capacity (rough): 2.4 J/(cm^3 K)
time with top metal: 2.48 us
C at 300 and 800 K (rough): 2.2, 3.6 J/(cm^3 K)
time with varying C: 1.81 us
current exponent, J ~ T^-m (rough): m = 0.5
current density at 800 K: 612 A/cm^2
time with falling J: 2.52 us
time with varying C and falling J: 2.48 us
COMBINED: CONDUCTION, TRIANGULAR HEATING, METAL, FALLING J
time for hottest point to rise 500 K: 6.45 us
depth of hottest point then: 0.5 um
top-face rise then: 499.8 K
mean layer rise then: 455.1 K
current density then: 630 A/cm^2
ELECTRICAL EFFECTS LEFT OUT
breakdown field (rough): 2.5 MV/cm
peak field / breakdown field: 0.64
gap, mass for tunnelling (rough): 3.2 eV, 0.3 m_e
tunnelling exponent: 134
drift velocity (rough): 2e+07 cm/s
mobile density: 3.12e+14 cm^-3
mobile density / doping: 3.6 %
gap at 800 K (rough): 3.1 eV
mean band density of states, 300 K (rough): 2e+19 cm^-3
intrinsic density at 800 K: 1.5e+10 cm^-3
carrier lifetime (rough): 1 us
generation current at 800 K: 2.4e-06 A/cm^2
all tests passed
```
